\section*{Chantry's Radical Lifetime: Diffusion, Partially Reflecting Walls and the Error}

\section{The wall}

\paragraph{Q.} A plasma in a deposition reactor makes radicals, and each wall impact removes one with probability $\gamma$. The impact rate per area is $nv/4$, so the wall takes $\gamma nv/4$. Why should anything more be needed?

\paragraph{A.} Because $nv/4$ is the one-way flux of a gas without net drift, and a wall that removes radicals causes a drift towards itself. I use atomic units in the algebra, with temperature $T$ as an energy. A radical of mass $M$ has mean speed $v=\sqrt{8T/(\pi M)}$. Let $x$ point towards the wall, and let the velocity distribution be a Maxwellian $f_0$ of density $n$ with a small linear anisotropy, $f=f_0(1+bv_x)$. The net flux is
\begin{equation}
J=\int v_x f\,d^3v=nb\langle v_x^2\rangle ,
\end{equation}
since the isotropic part is odd in the integrand and cancels. For the flux going towards the wall, integrate over $v_x>0$. The isotropic part gives $n\sqrt{T/(2\pi M)}=nv/4$. The anisotropic part has the even integrand $bv_x^2f_0$, so half the range gives half of $J$. The incident and returning fluxes are therefore
\begin{equation}
\Gamma_+=\frac{nv}{4}+\frac J2,\qquad \Gamma_-=\frac{nv}{4}-\frac J2 .
\end{equation}
The wall removes the fraction $\gamma$ of what arrives, so $J=\gamma\Gamma_+$, and
\begin{equation}
J\left(1-\frac{\gamma}{2}\right)=\frac{\gamma nv}{4}
\quad\Longrightarrow\quad
J=wn,\qquad w=\frac{\gamma v}{2(2-\gamma)} .
\label{eq:w}
\end{equation}
For $\gamma\ll1$ this is your $\gamma v/4$. For $\gamma=1$ it is twice as large.

\paragraph{Q.} At $\gamma=1$ nothing returns, so half of the velocity distribution is missing at the wall. That is no small anisotropy.

\paragraph{A.} Correct, and the condition is then approximate. Its error can be measured as a length. With diffusion coefficient $D$, the inward-pointing density gradient at the wall is $J/D=wn/D$. Continued linearly, the density reaches zero a distance $D/w$ behind the wall. For a mean free path $\ell$ and $D=v\ell/3$,
\begin{equation}
\frac Dw=\frac{2(2-\gamma)}{3\gamma}\,\ell .
\end{equation}
A transport calculation with one speed, isotropic scattering and diffuse reflection gives $0.710\,\ell$ at $\gamma=1$, against $0.667\,\ell$ from this formula. At $\gamma=0.1$ the values are $12.710\,\ell$ and $12.667\,\ell$.

\paragraph{Q.} Why is the difference the same, about $0.04\,\ell$, for such different walls?

\paragraph{A.} By linearity. The diffusely returned flux is $\Gamma_-=(1-\gamma)J/\gamma$. It is what a uniform isotropic gas of density $n_0=4\Gamma_-/v$ would send back, and such a gas carries no net flux. The full solution is this gas plus the solution for a black wall with the same $J$. If $\lambda_1$ is the true black-wall extrapolation length, the true length for any $\gamma$ is
\begin{equation}
\frac{Dn_0}{J}+\lambda_1=\frac{4D(1-\gamma)}{\gamma v}+\lambda_1 .
\end{equation}
Equation~(\ref{eq:w}) gives $2D(2-\gamma)/(\gamma v)=4D(1-\gamma)/(\gamma v)+2D/v$. The difference is $\lambda_1-2D/v$, without $\gamma$. It is negligible when $\ell$ is much smaller than the vessel, which diffusion requires anyway.

\section{Two limits and a sum}

\paragraph{Q.} Granted. What is the lifetime in a vessel of volume $V$ and wall area $A$?

\paragraph{A.} First, which lifetime? Take the decay after the plasma is switched off. I assume uniform $D$, $T$ and $\gamma$, with no gas flow, no loss in the volume and no desorption of radicals. Then
\begin{equation}
\frac{\partial n}{\partial t}=D\nabla^2n,\qquad
-D\frac{\partial n}{\partial\nu}=wn\ \text{ at the wall},
\label{eq:robin}
\end{equation}
with $\nu$ the outward normal. Higher modes die sooner, and the slowest one, $n\propto e^{-t/\tau}$, remains. Integrating (\ref{eq:robin}) over the vessel gives
\begin{equation}
\frac1\tau\int n\,dV=w\oint n\,dA .
\end{equation}
If $w$ times the vessel size is much less than $D$, the wall gradient is weak, $n$ is nearly uniform, and $\tau\to V/(Aw)$. If it is much greater, $n$ nearly vanishes at the wall, and $\tau\to\Lambda_0^2/D$, where $D/\Lambda_0^2$ is the slowest decay rate for $n=0$ at the wall.

\paragraph{Q.} Between the limits, two mechanisms act. I would add their rates.

\paragraph{A.} Rates add for alternative exits. Here a radical must first reach the wall and then be removed by it, so the steps are in series. Adding the two limiting times gives Chantry's formula,
\begin{equation}
\tau_C=\frac{\Lambda_0^2}{D}+\frac{V}{Aw}
=\frac{\Lambda_0^2}{D}+\frac{2(2-\gamma)V}{\gamma vA}.
\label{eq:chantry}
\end{equation}
It has both limits right, because in each of them the other term is relatively negligible.

\paragraph{Q.} Two correct limits do not prove the middle. Is the sum a theorem?

\paragraph{A.} Not for the decay time. It is one for a different lifetime in simple shapes.

\section{The lifetime that does add}

\paragraph{Q.} Which one?

\paragraph{A.} The mean lifetime of radicals produced uniformly through the volume. In steady state the number present equals production rate times mean lifetime, since it is the production rate integrated over the survival probability. Let $g$ be the steady density per unit production density. Then $D\nabla^2g=-1$, and the volume average $\bar g$ is the mean lifetime.

Consider a slab, a long cylinder or a sphere, labelled $d=1,2,3$, with half-width or radius $a$. Then $V/A=a/d$, and
\begin{equation}
\frac{D}{r^{d-1}}\left(r^{d-1}g'\right)'=-1
\quad\Longrightarrow\quad g'=-\frac{r}{dD},
\end{equation}
where regularity, or symmetry, at $r=0$ removes the integration constant. The wall condition reads $a/d=wg(a)$, so
\begin{equation}
g=\frac{a^2-r^2}{2dD}+\frac{a}{dw} .
\end{equation}
The average of $r^2$ is $da^2/(d+2)$, hence that of $a^2-r^2$ is $2a^2/(d+2)$, and
\begin{equation}
\bar g=\frac{a^2}{d(d+2)D}+\frac{a}{dw}.
\label{eq:mean}
\end{equation}
Production fixes the flux at the wall whatever $\gamma$ is. A less absorbing wall merely raises the density by a constant, and that is why the times add.

\paragraph{Q.} But the diffusion term is not $\Lambda_0^2/D$.

\paragraph{A.} No. For the slab it is $0.333\,a^2/D$, while $\Lambda_0^2/D=0.405\,a^2/D$. In the decaying mode the profile itself changes with $w$, from flat to vanishing at the wall, and strict additivity is lost.

\section{How far off is the sum?}

\paragraph{Q.} Then show me the error for the decaying mode.

\paragraph{A.} Measure lengths in $a$ and times in $a^2/D$, so that $w$ now stands for $wa/D$. Write $\tau=1/k^2$. The mode $\varphi$ obeys
\begin{equation}
(r^{d-1}\varphi')'=-k^2r^{d-1}\varphi,\qquad \varphi'(1)=-w\varphi(1).
\end{equation}
I expand it in the modes $\chi_n$ of a perfectly reflecting vessel, which obey the same equation with $q_n$ for $k$ and $\chi_n'(1)=0$. They form a complete orthogonal set with weight $r^{d-1}$. Multiply the equation for $\varphi$ by $\chi_n$, that for $\chi_n$ by $\varphi$, subtract and integrate. The left side leaves a boundary term:
\begin{equation}
-w\chi_n(1)\varphi(1)=(q_n^2-k^2)\,c_n,\qquad
c_n=\int_0^1\chi_n\varphi\,r^{d-1}dr .
\end{equation}
With $N_n=\int_0^1\chi_n^2r^{d-1}dr$, the expansion $\varphi=\sum_nc_n\chi_n/N_n$ at $r=1$ becomes, after division by $w\varphi(1)$,
\begin{equation}
\frac1w=\sum_n\frac{\chi_n(1)^2}{N_n\,(k^2-q_n^2)} .
\label{eq:raw}
\end{equation}

\paragraph{Q.} The $\chi_n$ have zero slope at the wall and $\varphi$ does not. May you set $r=1$?

\paragraph{A.} Yes, for the value, though not for the slope. For $q_n>0$ put $E=\chi_n^2+\chi_n'^2/q_n^2$. The mode equation gives $E'=-2(d-1)\chi_n'^2/(rq_n^2)\ge-2(d-1)E/r$, so $|\chi_n(r)|\le r^{-(d-1)}|\chi_n(1)|$. With the norm found next, the terms near the wall are bounded by a constant times $1/|q_n^2-k^2|$. Since $q_n$ grows in proportion to $n$ for large $n$, the series converges uniformly there, and its continuous sum equals $\varphi$ up to $r=1$.

\paragraph{Q.} And the norm?

\paragraph{A.} The uniform mode has $q_0=0$, $\chi_0=1$, $N_0=1/d$. For the others, drop the index and let $K=\int_0^1\chi'^2r^{d-1}dr$. Multiplying the mode equation by $\chi$ and integrating by parts gives $K=q^2N$. Multiplying it by $r\chi'$ instead gives on the left
\begin{equation}
\int_0^1\!\left[(d-1)r^{d-1}\chi'^2+r^d\chi'\chi''\right]dr
=\left(d-1-\frac d2\right)K=\frac{d-2}{2}K,
\end{equation}
because $\chi'\chi''=(\chi'^2)'/2$ and $\chi'(1)=0$. The right side is
\begin{equation}
-q^2\int_0^1r^d\chi\chi'\,dr=-\frac{q^2}{2}\left[\chi(1)^2-dN\right].
\end{equation}
Equating them with $K=q^2N$ yields $(d-2)N=-\chi(1)^2+dN$, or $N=\chi(1)^2/2$. Equation~(\ref{eq:raw}), divided by $d$, is now
\begin{equation}
\tau=\frac1{k^2}=\frac{1}{dw}+S(k),\qquad
S(k)=\frac2d\sum_{n\ge1}\frac{1}{q_n^2-k^2}.
\label{eq:exact}
\end{equation}
The first term is the surface time $V/(Aw)$. Chantry's formula replaces $S(k)$ by the constant $\Lambda_0^2=1/k_0^2$, where $k_0$ is the lowest wavenumber for an absorbing wall.

\paragraph{Q.} Is that constant too large or too small?

\paragraph{A.} Too large, for every finite $w$. The mode $\chi_1$ is orthogonal to the uniform one, so it changes sign, first at some $r_0<1$. Inside $r_0$ it is the lowest absorbing mode of a smaller vessel, so $q_1=k_0/r_0>k_0$. For $0<k<k_0$ all terms of $S$ are then positive and grow with $k$. By (\ref{eq:exact}), $1/(dw)=1/k^2-S(k)$ falls steadily with $k$, from infinity to zero at $k_0$, where $\varphi(1)=0$. Each $w$ thus has one $k$ in this interval, and $S(k)$ rises with $w$ up to $S(k_0)=\Lambda_0^2$.

\paragraph{Q.} And its lower end, $S(0)$?

\paragraph{A.} Solve the mode equation for small $k$:
\begin{equation}
\varphi=1-\frac{k^2r^2}{2d}+\frac{k^4r^4}{8d(d+2)}-\dots
\end{equation}
Since $1/w=-\varphi(1)/\varphi'(1)$,
\begin{equation}
\frac1{dw}=\frac{1-k^2/(2d)+\dots}{k^2\left[1-k^2/(2(d+2))+\dots\right]}
=\frac1{k^2}-\frac{1}{d(d+2)}+O(k^2).
\end{equation}
Hence $S(0)=1/(d(d+2))$, which is the diffusion term of the mean lifetime (\ref{eq:mean}). With units restored,
\begin{equation}
\frac{a^2}{d(d+2)D}+\frac{a}{dw}<\tau<\frac{\Lambda_0^2}{D}+\frac{a}{dw}.
\label{eq:bounds}
\end{equation}
The decay time lies between the mean lifetime and Chantry's value.

\paragraph{Q.} What does that mean in percent?

\paragraph{A.} In a scan of $wa/D$ from $0.001$ to $1000$, the largest excess of $\tau_C$, relative to $\tau$, is 5\% for the slab, 9\% for the long cylinder and 11\% for the sphere. It occurs at $wa/D$ between about 2.5 and 3.6, where neither step dominates.

\section{A vessel with corners}

\paragraph{Q.} Suppose my reactor is a short cylinder. Does the upper bound survive?

\paragraph{A.} Not in general. For radius $R$ and height $L$ the mode is a product of a radial and an axial factor, each with its own wall condition. Inserting the product in (\ref{eq:robin}) makes the rates add: $1/\tau=1/\tau_r+1/\tau_z$. These are alternative exits, through the side or the ends. Write $x\parallel y=xy/(x+y)$, and name the one-dimensional times
\begin{equation}
p_r=\frac{0.1729R^2}{D},\quad p_z=\frac{L^2}{\pi^2D},\quad
s_r=\frac{R}{2w},\quad s_z=\frac{L}{2w}.
\end{equation}
Because $x\parallel y$ grows with both arguments, (\ref{eq:bounds}) gives $\tau<(p_r+s_r)\parallel(p_z+s_z)$. Chantry's formula combines differently. Absorbing-wall rates add, and $A/V=2/R+2/L$, so $\tau_C=p_r\parallel p_z+s_r\parallel s_z$. Using $x\parallel y=x-x^2/(x+y)$ three times, with $P=p_r+p_z$ and $Q=s_r+s_z$,
\begin{align}
(p_r+s_r)&\parallel(p_z+s_z)-\tau_C
=\frac{p_r^2}{P}+\frac{s_r^2}{Q}-\frac{(p_r+s_r)^2}{P+Q}\nonumber\\
&=\frac{(p_rQ-s_rP)^2}{PQ(P+Q)}
=\frac{(p_rs_z-s_rp_z)^2}{PQ(P+Q)}\ge0 .
\end{align}
So $\tau_C$ is at or below the upper bound and may fall below $\tau$. Equality needs $p_r/p_z=s_r/s_z$, that is $L/R=0.1729\pi^2\approx1.71$. At that shape $\tau_C$ exceeds $\tau$ for every finite $w$.

\paragraph{Q.} Show me a case with the opposite sign.

\paragraph{A.} Take a flat vessel with $R=10$ and $L=D=w=1$, all dimensionless. Then $\tau_C=0.555$, while the exact value is $0.570$, so the formula is 2.6\% low. The surface term counts the side wall at its full loss rate, $2w/R=0.2$. But by the lower bound $\tau_r>R^2/(8D)+R/(2w)=12.5+5=17.5$, so the side removes radicals at a rate below $0.06$. Diffusion across the wide vessel starves it.

For $L/R$ from 0.1 to 10 and $wR/D$ from 0.001 to 1000, the scanned ratio $\tau_C/\tau$ runs from 0.96 to 1.07.

\section{Numbers for a reactor}

\paragraph{Q.} Put in dimensions. Which step limits the lifetime?

\paragraph{A.} I take round model parameters: $R=1.5\times10^9$~\AA, $L=10^9$~\AA, $\ell=10^7$~\AA, $T=0.03$~eV and $M=30000$ electron masses. The mean speed is $v=6.692\times10^{12}$~\AA/s, and
\begin{align}
D&=\frac{v\ell}{3}=2.231\times10^{19}\ \text{\AA}^2/\text{s},\\
\frac VA&=\frac{RL}{2(R+L)}=\frac{1.5\times10^{18}}{5\times10^9}\ \text{\AA}=3\times10^8\ \text{\AA},\\
\frac{\Lambda_0^2}{D}&=\frac{(2.835\times10^8)^2}{2.231\times10^{19}}\ \text{s}=3.60\times10^{-3}\ \text{s}.
\end{align}
For $\gamma=0.1$ the surface time is
\begin{equation}
\frac{2(1.9)(3\times10^8)}{0.1\,(6.692\times10^{12})}\ \text{s}=1.70\times10^{-3}\ \text{s},
\end{equation}
so $\tau_C=5.31\times10^{-3}$~s, or $2.19\times10^{14}$ atomic units of time. The diffusion model solved without the interpolation gives $5.25\times10^{-3}$~s; the sum is 1.1\% high. In units of $10^{-3}$~s:

\begin{center}
\begin{tabular}{ccccc}
$\gamma$ & diffusion & surface & $\tau_C$ & $\tau$\\
0.001 & 3.60 & 179 & 183 & 183\\
0.01 & 3.60 & 17.8 & 21.4 & 21.3\\
0.1 & 3.60 & 1.70 & 5.31 & 5.25\\
1 & 3.60 & 0.09 & 3.69 & 3.69
\end{tabular}
\end{center}

The two times are equal when $2(2-\gamma)V/(\gamma vA)=t_D$, with $t_D=\Lambda_0^2/D$. Multiplying out and collecting $\gamma$,
\begin{equation}
\gamma=\frac{4V/A}{vt_D+2V/A}=0.049 .
\end{equation}
Below this value the wall is the slower step, and above it diffusion is.

\paragraph{Q.} Could I then measure $\gamma$ from the decay time?

\paragraph{A.} At $\gamma=0.001$, yes, if gas flow and reactions in the volume remove few radicals during the lifetime of 0.18~s. Then 98\% of $\tau_C$ is surface time, nearly proportional to $1/\gamma$. At $\gamma=1$ the surface share is 2.4\%, and a small error in $D$ hides it. The wall condition has its own error there. An extra extrapolation length of $0.04\,\ell$ adds about $(V/A)(0.04\,\ell)/D\approx5\times10^{-6}$~s, some 0.15\% of the lifetime. This is comparable with the 0.2\% excess of the sum over $\tau$, so correcting the interpolation alone would gain nothing. The value $0.04\,\ell$ also holds for a thermal gas whose collisions redraw the velocity, provided the mean free path is the same at all speeds. It changes when the mean free path depends on speed. For a collision rate independent of speed it is about $0.10\,\ell$, with $\ell=3D/v$, which is 0.3\% of the lifetime here.

\paragraph{Q.} During a deposition pulse the surface saturates and $\gamma$ changes. What remains of the formula?

\paragraph{A.} For the decay after the pulse, it can be used with the $\gamma$ reached by then, if $\gamma$ changes little during one lifetime. While the plasma is on and produces radicals uniformly, the steady density is set by the mean lifetime instead, which is clearly shorter when diffusion is the slower step. If wafer and chamber wall differ, a single $\gamma$ no longer describes the vessel. When loss is slow enough for a uniform density, the integrated balance still gives $1/\tau\to V^{-1}\oint w\,dA$. When every surface absorbs so fast that the density nearly vanishes there, $\tau\to\Lambda_0^2/D$ whatever the distribution of $w$. In all other cases the diffusion problem must be solved with the actual distribution. If $\ell$ approaches the vessel size, diffusion itself fails, and a strongly absorbing wall calls for a kinetic calculation. For $\gamma\ll1$ the gas can stay nearly uniform and Maxwellian even then; the wall takes your $\gamma nv/4$ per area, and the lifetime is close to $4V/(\gamma vA)$.

\section*{Numbers as computed}
\begin{verbatim}
Extrapolation length (mean free paths): gamma, kinetic, formula
  0.1  12.710  12.667
  0.5  2.044  2.000
  1.0  0.710  0.667
Shapes, a = D = 1: largest excess of tau_C (%), at w a/D
  slab: 5.06 %, 2.51
    diffusion terms a^2/D: mode 0.4053, mean 0.3333
  long cylinder: 8.64 %, 2.99
    diffusion terms a^2/D: mode 0.1729, mean 0.1250
  sphere: 11.40 %, 3.55
    diffusion terms a^2/D: mode 0.1013, mean 0.0667
Finite cylinders, height/radius 0.1 to 10, w R/D 0.001 to 1000:
  tau_C/tau from 0.9619 to 1.0735
Flat vessel, R = 10, height = 1, D = w = 1 (dimensionless):
  tau_C = 0.5553, exact = 0.5699
Model reactor:
  radius = 1.50e+09 angstrom
  height = 1.00e+09 angstrom
  mean free path = 1.00e+07 angstrom
  temperature = 0.030 eV
  radical mass = 30000 electron masses
  mean speed = 6.6924e+12 angstrom/s
  D = 2.2308e+19 angstrom^2/s
  V/A = 3.0000e+08 angstrom
  Lambda0 = 2.8353e+08 angstrom
gamma, diffusion time, surface time, tau_C, exact (s), tau_C/exact
  0.001 3.6035e-03 1.7922e-01 1.8282e-01 1.8259e-01 1.0013
  0.010 3.6035e-03 1.7841e-02 2.1445e-02 2.1289e-02 1.0073
  0.100 3.6035e-03 1.7034e-03 5.3069e-03 5.2487e-03 1.0111
  1.000 3.6035e-03 8.9654e-05 3.6931e-03 3.6867e-03 1.0018
tau_C at gamma = 0.1: 2.1940e+14 atomic units of time
gamma at equal diffusion and surface times = 0.0486
\end{verbatim}
